# Identical Charged Scalars and Møller Scattering at Tree Level

## The problem

Two identical massless scalar particles, each carrying the charge of the electron, collide in their centre-of-mass frame. They interact by photon exchange, and there is no quartic self-coupling of the scalar field.

(a) Find the differential cross section at lowest order in the fine-structure constant $\alpha$.

(b) Compare it with Møller scattering of massless electrons at the same order, averaged over initial and summed over final spins. Does the comparison also hold for each helicity channel?

(c) Evaluate the cross section at a collision energy of $10^9$ eV, and find out how far the comparison depends on neglecting the mass and the quartic coupling.

**Conventions.** Atomic units are used, so $\hbar=m_e=1$ and $c=1/\alpha$. Four-momenta are $p=(E/c,\mathbf p)$ with metric $(+,-,-,-)$. Particles 1 and 2 come in, 3 and 4 go out, and

$$s=(p_1+p_2)^2,\qquad t=(p_1-p_3)^2,\qquad u=(p_1-p_4)^2 .$$

Thus $s=(E_{\rm cm}/c)^2$ is a squared momentum, and $\alpha^2/s=1/E_{\rm cm}^2$ is an area in bohr². The coupling is $g$, with $g^2=4\pi\alpha$. For massless particles at scattering angle $\theta$, with $x=\cos\theta$,

$$t=-\tfrac s2(1-x),\qquad u=-\tfrac s2(1+x),\qquad s+t+u=0. \tag{1}$$

## A tempting solution, which is wrong

Particle 1 can be deflected by $\theta$ into the detector, exchanging a photon of squared momentum $t$. The amplitude for this is

$$M_t=g^2\,\frac{(p_1+p_3)\cdot(p_2+p_4)}{t}=g^2\,\frac{s-u}{t}=-g^2\,\frac{3+x}{1-x}.$$

Alternatively, particle 1 goes the other way and particle 2 enters the detector. That amplitude follows from $x\to-x$:

$$M_u=-g^2\,\frac{3-x}{1+x}.$$

The detector cannot tell the particles apart, so it counts both kinds of event, and the two rates are added:

$$\left(\frac{d\sigma}{d\Omega}\right)_{\rm wrong}=\frac{|M_t|^2+|M_u|^2}{64\pi^2 s}
=\frac{\alpha^2}{4s}\left[\left(\frac{3+x}{1-x}\right)^2+\left(\frac{3-x}{1+x}\right)^2\right].$$

The expression is positive, symmetric under $\theta\to\pi-\theta$, and has a reasonable forward peak. At $90^\circ$ it gives $\tfrac14(9+9)\,\alpha^2/s=4.5\,\alpha^2/s$.

## Where the fault lies

Both single-exchange amplitudes are correct. The fault is the addition of rates. It treats "1 became 3" and "1 became 4" as different outcomes, but for identical particles there is one final state, $|p_3p_4\rangle$. Nothing in that state records which incoming particle became which outgoing one. Both histories contribute to the same matrix element, so their amplitudes must be added before squaring.

The field operators show this directly. At second order there are two interaction points, each with a field $\phi$ that absorbs a particle and a field $\phi^*$ that emits one. The incoming particles can be assigned to the points in two ways, and so can the outgoing ones. Of these four assignments, pairs related by exchanging the points are equal, which cancels the factor $1/2!$ of the second-order expansion. Two terms remain, $M_t$ and $M_u$. Since bosonic operators commute, their relative sign is plus.

The addition of rates would be right for two different scalar species of equal charge, observed by a detector blind to the species. For identical particles it omits

$$\frac{2M_tM_u}{g^4}=\frac{2(9-x^2)}{1-x^2}.$$

At $90^\circ$ this is 18, as much as the two retained terms together, so the wrong result is half the right one. Near the forward direction the omitted term grows as $1/(1-x)$, while $|M_t|^2$ grows as $1/(1-x)^2$. A check at small angles therefore does not reveal the error.

## The scalar cross section

**Vertex.** The scalar part of the Lagrangian is $(D_\mu\phi)^*D^\mu\phi$ with $D_\mu=\partial_\mu-igA_\mu$ for the negative charge. Here $x^0=ct$, and the fields are scaled so that the coupling appears as $g$. Multiplying out gives the interaction

$$igA^\mu\left(\phi^*\partial_\mu\phi-\phi\,\partial_\mu\phi^*\right)+g^2A_\mu A^\mu\phi^*\phi .$$

An incoming particle has the wave $e^{-ip\cdot x}$, so $\partial_\mu\phi$ supplies $-ip_\mu$. An outgoing one supplies $+ip'_\mu$ through $\phi^*$. The first term becomes $ig(-ip-ip')\cdot A=g\,(p+p')\cdot A$, and the vertex factor is $ig(p+p')^\mu$.

The second term has two photon legs. In this process two scalar lines run from the initial to the final state. A tree diagram connects them by one photon, and a second photon line would close a loop. The two-photon term is required by gauge invariance, but it does not contribute here. "No quartic coupling" refers to the separate term $(\phi^*\phi)^2$.

**Propagator.** In a covariant gauge with parameter $\xi$, the photon line carries

$$-\frac{i}{q^2}\left[g_{\mu\nu}-(1-\xi)\frac{q_\mu q_\nu}{q^2}\right].$$

For $q=p_1-p_3$, contraction with the vertex gives $(p_1+p_3)\cdot(p_1-p_3)=p_1^2-p_3^2=0$, because both momenta have the same mass shell. The $\xi$ term drops out, and the same happens in the other diagram. The remaining factors are $(ig)^2(-i)=+ig^2$, which equals $i$ times the prefactor of $M$. Hence

$$M=g^2\left[\frac{(p_1+p_3)\cdot(p_2+p_4)}{t}+\frac{(p_1+p_4)\cdot(p_2+p_3)}{u}\right].$$

**Reduction.** For massless particles $p_1\cdot p_2=p_3\cdot p_4=s/2$ and $p_1\cdot p_4=p_2\cdot p_3=-u/2$. The first numerator is therefore $s-u$. Exchanging 3 and 4 turns the second into $s-t$. Over a common denominator,

$$M=g^2\,\frac{s(t+u)-t^2-u^2}{tu}=-g^2\,\frac{s^2+t^2+u^2}{tu}, \tag{2}$$

where $t+u=-s$ was used. From (1), $t^2+u^2=\tfrac{s^2}{2}(1+x^2)$ and $tu=\tfrac{s^2}{4}(1-x^2)$, so

$$M=-2g^2\,\frac{3+\cos^2\theta}{\sin^2\theta}. \tag{3}$$

**Flux and phase space.** Let $k=\sqrt s/2$ be the momentum of each particle. The flux factor is $4k^2$ times the relative velocity 2 (in units of $c$), which is $2s$. Integrating over $\mathbf p_4$ with the momentum delta function leaves the phase space

$$\frac{d\Omega}{16\pi^2}\int dp\,\delta(\sqrt s-2p)=\frac{d\Omega}{32\pi^2}.$$

Therefore $d\sigma/d\Omega=|M|^2/(64\pi^2s)$. With $g^4=16\pi^2\alpha^2$ and (3),

$$\boxed{\frac{d\sigma}{d\Omega}=\frac{\alpha^2(3+\cos^2\theta)^2}{s\,\sin^4\theta}} \tag{4}$$

This counts a particle arriving at $\theta$, whichever of the two it is. A total number of collisions is obtained by integrating over half the sphere.

## The Møller cross section

For electrons the vertex is $ig\gamma^\mu$, and the fermionic operators anticommute, so the exchange term has a minus sign:

$$M=g^2\left[\frac{\bar u_3\gamma^\mu u_1\,\bar u_4\gamma_\mu u_2}{t}-\frac{\bar u_4\gamma^\mu u_1\,\bar u_3\gamma_\mu u_2}{u}\right].$$

In the chiral basis, a massless Dirac spinor of definite helicity is confined to one of the two two-component blocks, where it equals $\sqrt{2k}\,\chi$. Here $\chi$ is a unit spinor pointing along the momentum for helicity $+$ and against it for helicity $-$. The matrices $\gamma^0\gamma^\mu$ are block diagonal in this basis, with blocks $(1,\boldsymbol\sigma)$ for helicity $+$ and $(1,-\boldsymbol\sigma)$ for helicity $-$. Each current thus preserves helicity and equals $2k\,\chi'^\dagger(1,\pm\boldsymbol\sigma)\chi$.

To contract two currents, define

$$A=(\chi_3^\dagger\chi_1)(\chi_4^\dagger\chi_2),\qquad B=(\chi_3^\dagger\chi_2)(\chi_4^\dagger\chi_1).$$

The operator $\boldsymbol\sigma\cdot\boldsymbol\sigma$ acting on two spins is 1 on the triplet and $-3$ on the singlet. It therefore equals $2P-1$, where $P$ swaps the spins. This gives

$$(\chi_3^\dagger\boldsymbol\sigma\chi_1)\cdot(\chi_4^\dagger\boldsymbol\sigma\chi_2)=2B-A .$$

**Equal helicities, $++\to++$.** The direct contraction is $4k^2[A-(2B-A)]=2s(A-B)$. Particles 1 and 2 move oppositely with equal helicity, so $\chi_1$ and $\chi_2$ are orthogonal, as are $\chi_3$ and $\chi_4$. Then $A-B$ is the determinant of a unitary $2\times2$ matrix and has modulus 1. Exchanging 3 and 4 reverses its sign, which compensates the Fermi minus sign. The two diagrams add:

$$|M_{++\to++}|=2g^2s\left|\frac1t+\frac1u\right|=\frac{2g^2s^2}{tu}.$$

**Opposite helicities, $+-\to+-$.** Helicity conservation permits only the direct diagram. One current now has $-\boldsymbol\sigma$, so the contraction is $4k^2[A+(2B-A)]=2sB$. Both incoming spins point along the direction of particle 1, and both outgoing spins along that of particle 3, so $|B|=\cos^2(\theta/2)$. Since $2s\cos^2(\theta/2)=s(1+x)=2|u|$,

$$|M_{+-\to+-}|=2g^2\left|\frac ut\right| .$$

**Exchanged helicities, $+-\to-+$.** Only the exchange diagram survives, and swapping 3 and 4 gives $|M_{+-\to-+}|=2g^2|t/u|$.

Reversing all helicities leaves the moduli unchanged, so each channel occurs twice. Averaging over the four initial helicity states gives

$$\overline{|M|^2}=\frac{2\cdot4g^4}{4}\left[\frac{s^4}{t^2u^2}+\frac{u^2}{t^2}+\frac{t^2}{u^2}\right]=2g^4\,\frac{s^4+t^4+u^4}{t^2u^2}. \tag{5}$$

## Why the two results agree

The square of (2) contains $(s^2+t^2+u^2)^2$, while (5) contains a sum of fourth powers. Write $Q=s^2+t^2+u^2$. Squaring $s+t+u=0$ gives $st+tu+us=-Q/2$. Squaring again,

$$s^2t^2+t^2u^2+u^2s^2+2stu(s+t+u)=\frac{Q^2}{4},$$

and the last term on the left vanishes. Consequently

$$s^4+t^4+u^4=Q^2-2\cdot\frac{Q^2}{4}=\frac{Q^2}{2}.$$

Inserted in (5), this gives $\overline{|M|^2}=g^4Q^2/(t^2u^2)$, the square of the scalar amplitude (2). The flux and phase-space factors are the same, so the spin-averaged Møller cross section is also (4). This answers the first part of (b).

The agreement does not extend to the separate helicity channels. At $90^\circ$, where $t=u=-s/2$, the squared amplitudes in units of $g^4$ are 64 for $++\to++$ and 4 for each of $+-\to+-$ and $+-\to-+$. The scalar value is 36. The average is

$$\tfrac14\cdot2\,(64+4+4)=36 .$$

Electrons polarised with equal helicities would scatter at $90^\circ$ at $64/36\approx1.78$ times the scalar rate, and those with opposite helicities at $8/36\approx0.22$ times that rate.

Near the forward direction the situation is simpler. There $u\to-s$, and the amplitudes for $++\to++$ and $+-\to+-$ both approach $2g^2s/|t|$ in modulus, as does the scalar amplitude. The exchanged channel vanishes. Small-angle scattering is thus independent of spin channel by channel, whereas at wide angles the agreement exists in the average alone.

## Numbers at $10^9$ eV

At $E_{\rm cm}=10^9$ eV the area scale is $\alpha^2/s=2.0735\times10^{-16}$ Å². The angular factor in (4) is

- at $30^\circ$: $(3.75)^2/(1/16)=225$, so $d\sigma/d\Omega=4.665\times10^{-14}$ Å²/sr;
- at $60^\circ$: $(3.25)^2/(9/16)=18.78$, so $d\sigma/d\Omega=3.894\times10^{-15}$ Å²/sr;
- at $90^\circ$: $3^2/1=9$, so $d\sigma/d\Omega=1.866\times10^{-15}$ Å²/sr.

The numerical output gives the same values for scalars from the contracted vertices and for electrons from explicit Dirac spinors.

The integral over all angles diverges at $\theta\to0$ and at $\theta\to\pi$, because the exchanged photon is massless. A finite cross section requires an angular cut. For $\theta_0<\theta<\pi-\theta_0$, each event has one particle in the forward hemisphere, so $x$ runs from 0 to $x_0=\cos\theta_0$. The required antiderivative is $x+8x/(1-x^2)$, since

$$1+\frac{8(1+x^2)}{(1-x^2)^2}=\frac{9+6x^2+x^4}{(1-x^2)^2}=\frac{(3+x^2)^2}{(1-x^2)^2}.$$

Hence

$$\sigma=\frac{2\pi\alpha^2}{s}\,\frac{\cos\theta_0\,(9-\cos^2\theta_0)}{\sin^2\theta_0}.$$

For $\theta_0=30^\circ$ the last fraction is $0.8660\times8.25/0.25=28.58$, and $\sigma=3.723\times10^{-14}$ Å².

These are lowest-order electromagnetic values. Radiative corrections are left out and, for electrons, so is weak-boson exchange. The omitted terms limit the physical meaning of the digits shown: vacuum polarisation by electron and muon loops alone raises the cross section by about 2% at this energy, and $Z$ exchange changes the electron value at $90^\circ$ by about $3\times10^{-5}$.

## When the agreement fails

**Finite mass.** Give both kinds of particle the electron mass, so that $s+t+u=4m^2c^2$. The numerators $s-u$ and $s-t$ are unchanged, because the mass terms in the scalar products cancel. At $90^\circ$, $t=u=-(s-4m^2c^2)/2$, and the scalar amplitude becomes

$$\frac{M}{g^2}=\frac{2(s-t)}{t}=-2-\frac{4s}{s-4m^2c^2}\approx-6-\frac{16m^2c^2}{s}.$$

The relative change of the cross section is $2\cdot\tfrac{16}{6}\,m^2c^2/s=\tfrac{16}{3}\,m^2c^2/s$. With a rest energy of $5.110\times10^5$ eV and $E_{\rm cm}=10^9$ eV, this is $1.39\times10^{-6}$ relative to the massless value. The spinor calculation for electrons gives $4.6\times10^{-7}$. The corrections differ, so the equality belongs to the massless limit, but at this energy the difference at $90^\circ$ is about one part in a million, and it falls toward zero at small angles. This compares tree-level photon exchange only; for real electrons the omitted $Z$ exchange is already larger than this mass effect at $90^\circ$.

At low speed the failure is large at wide angles. Each scalar numerator tends to $4m^2c^2$, so the amplitude is proportional to $1/t+1/u$. For slow electrons the Coulomb force leaves the spins unchanged. Unpolarised pairs are one quarter singlet, with a symmetric spatial amplitude, and three quarters triplet, with an antisymmetric one. At lowest order, which requires a relative speed large compared with one atomic unit though small compared with $c$, the two cross sections are then in the ratio

$$\frac{\left(\frac1t+\frac1u\right)^2}{\frac14\left(\frac1t+\frac1u\right)^2+\frac34\left(\frac1t-\frac1u\right)^2}.$$

At $90^\circ$, $t=u$, the triplet does not contribute, and the ratio is 4. The computed tree-level ratio at $90^\circ$ is 3.999 for a total kinetic energy of $10^2$ eV, 3.11 at $10^5$ eV, 1.30 at $10^6$ eV and 1.008 at $10^7$ eV. Most of the change takes place between $10^5$ and $10^6$ eV, where the motion becomes relativistic.

**A quartic coupling.** Add $-(\lambda/4)(\phi^*\phi)^2$ to the Lagrangian. The two fields $\phi$ can absorb the incoming particles in two ways, and the two fields $\phi^*$ can emit the outgoing ones in two ways. These four contractions cancel the $1/4$, and the term adds $-\lambda$ to $M$. For $\lambda>0$ it has the same sign as (3), so the interference is constructive. With $\lambda=g^2$, the cross section is multiplied by

$$\left(\frac{6+1}{6}\right)^2=1.361\ \text{ at }90^\circ,\qquad \left(\frac{30+1}{30}\right)^2=1.068\ \text{ at }30^\circ .$$

The factor depends on angle, so a change of the overall coupling strength cannot absorb it. Relative to the exchange amplitude, the contact amplitude is smallest at small angles, where photon exchange is strongest. Agreement with the Møller average at all angles therefore requires $|\lambda|$ to be negligible compared with $g^2$, as well as negligible mass.

## Table of computed values

```
inverse fine-structure constant = 137.035999 (dimensionless)
collision energy E_cm = 1.000e+09 eV
alpha^2/s = 2.07350e-16 angstrom^2
alpha^2/s = 7.40460e-16 bohr^2
theta = 30 deg: scalar M/g^2 = -30.00000 (dimensionless)
  scalar dsigma/dOmega = 4.66537e-14 angstrom^2/sr
  Moller dsigma/dOmega = 4.66537e-14 angstrom^2/sr
  scalar ratio (lambda=g^2)/(lambda=0) = 1.06778
theta = 60 deg: scalar M/g^2 = -8.66667 (dimensionless)
  scalar dsigma/dOmega = 3.89357e-15 angstrom^2/sr
  Moller dsigma/dOmega = 3.89357e-15 angstrom^2/sr
  scalar ratio (lambda=g^2)/(lambda=0) = 1.24408
theta = 90 deg: scalar M/g^2 = -6.00000 (dimensionless)
  scalar dsigma/dOmega = 1.86615e-15 angstrom^2/sr
  Moller dsigma/dOmega = 1.86615e-15 angstrom^2/sr
  scalar ratio (lambda=g^2)/(lambda=0) = 1.36111
theta = 90 deg, squared amplitudes |M|^2/g^4 (dimensionless):
  Moller ++ to ++: 64.0000
  Moller +- to +-: 4.0000
  Moller +- to -+: 4.0000
  Moller spin average: 36.0000
  scalar: 36.0000
sigma for 30 deg < theta < 150 deg, each event once = 3.72330e-14 angstrom^2
electron rest energy = 510998.95 eV
scalar mass correction at E_cm, 90 deg = 1.393e-06 (relative)
Moller mass correction at E_cm, 90 deg = 4.642e-07 (relative)
scalar/Moller ratio at 90 deg, total kinetic energy in eV:
  1e+02 eV: 3.999217
  1e+05 eV: 3.109786
  1e+06 eV: 1.295344
  1e+07 eV: 1.007704
  1e+09 eV: 1.000001
```
